# The London formula and the conical intersection of equilateral H3: verification in Python

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""London formula for three coupled spins, and its conical intersection in H3.

Result under test: H = Q - sum J_ij P_ij (P_ij exchanges the spins of sites i, j)
has doublets E = Q +- sqrt(((Jab-Jbc)^2 + (Jbc-Jca)^2 + (Jca-Jab)^2)/2).
For a pair: singlet Q+J, triplet Q-J. Near an equilateral triangle of side R,
rab = R+rho cos(phi), rbc = R+rho cos(phi+2pi/3), rca = R+rho cos(phi-2pi/3),
the doublet gap is 3 |dJ/dR| rho to first order.
Many-electron matrices are built in the space of products of spatial orbitals.
Doublets and quartets are selected by permutation symmetry.
All energies are in hartree and all lengths in bohr unless labelled otherwise.
"""
from functools import lru_cache
from itertools import permutations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PERMS = list(permutations(range(3)))


def permutation_matrix(n, p):
    index = np.arange(n**3).reshape(n, n, n).transpose(p).ravel()
    return np.eye(n**3)[index]


@lru_cache(None)
def symmetry_space(n, kind):
    """Projector and orthonormal basis for spatial parts of doublets or quartets.

    For doublets, electrons 1 and 2 have spin up and electron 3 spin down.
    """
    antisym3 = sum(np.linalg.det(np.eye(3)[list(p)]) * permutation_matrix(n, p)
                   for p in PERMS) / 6
    antisym12 = (np.eye(n**3) - permutation_matrix(n, (1, 0, 2))) / 2
    projector = antisym3 if kind == "quartet" else antisym12 - antisym3
    values, vectors = np.linalg.eigh(projector)
    return projector, vectors[:, values > 0.5]


def three_electron_matrix(h, g):
    """g[p,q,r,s] = (pq|rs), orthonormal orbitals."""
    n, e = len(h), np.eye(len(h))
    m = np.einsum("ai,bj,ck->abcijk", h, e, e)
    m = m + np.einsum("ai,bj,ck->abcijk", e, h, e)
    m = m + np.einsum("ai,bj,ck->abcijk", e, e, h)
    m = m + np.einsum("aibj,ck->abcijk", g, e)
    m = m + np.einsum("aick,bj->abcijk", g, e)
    m = m + np.einsum("bjck,ai->abcijk", g, e)
    return m.reshape(n**3, n**3)


def product_functions(orbitals):
    """Columns: the six products with each of the three orbitals used once."""
    return np.array([np.einsum("i,j,k->ijk", *(orbitals[:, q] for q in p)).ravel()
                     for p in PERMS]).T


def covalent_energies(matrix, orbitals, kind):
    projector, _ = symmetry_space(len(orbitals), kind)
    u, s, _ = np.linalg.svd(projector @ product_functions(orbitals),
                            full_matrices=False)
    rank = 2 if kind == "doublet" else 1
    assert s[rank - 1] > 1e-3 and s[rank] < 1e-9
    u = u[:, :rank]
    return np.linalg.eigvalsh(u.T @ matrix @ u)


def full_ci(matrix, kind="doublet"):
    _, basis = symmetry_space(round(len(matrix) ** (1 / 3)), kind)
    return np.linalg.eigh(basis.T @ matrix @ basis)


def london_root(jab, jbc, jca):
    return np.sqrt(((jab - jbc)**2 + (jbc - jca)**2 + (jca - jab)**2) / 2)


# Orthonormal singly occupied orbitals with random integrals
rng = np.random.default_rng(4)
h_random = rng.normal(size=(3, 3))
h_random = h_random + h_random.T
factors = rng.normal(size=(5, 3, 3))
factors = factors + factors.transpose(0, 2, 1)
g_random = np.einsum("mpq,mrs->pqrs", factors, factors)
matrix_random = three_electron_matrix(h_random, g_random)
pairs = [(0, 1), (1, 2), (2, 0)]
k_random = [g_random[i, j, i, j] for i, j in pairs]
q_random = np.trace(h_random) + sum(g_random[i, i, j, j] for i, j in pairs)
doublets = covalent_energies(matrix_random, np.eye(3), "doublet")
quartet = covalent_energies(matrix_random, np.eye(3), "quartet")[0]
predicted = q_random + np.array([-1, 1]) * london_root(*k_random)
error_orthonormal = max(np.max(abs(doublets - predicted)),
                        abs(quartet - q_random + sum(k_random)))
assert error_orthonormal < 1e-9

# Hubbard triangle: J = -2 t^2/U, with an error of fourth order in t
hubbard_errors = []
for scale in (0.02, 0.01):
    t = scale * np.array([1.0, 0.8, 0.5])
    h_hub, g_hub = np.zeros((3, 3)), np.zeros((3, 3, 3, 3))
    for (i, j), hop in zip(pairs, t):
        h_hub[i, j] = h_hub[j, i] = -hop
    for i in range(3):
        g_hub[i, i, i, i] = 1.0
    levels = full_ci(three_electron_matrix(h_hub, g_hub))[0][:2]
    j_hub = -2 * t**2
    model = j_hub.sum() + np.array([-1, 1]) * london_root(*j_hub)
    hubbard_errors.append(np.max(abs(levels - model)))
hubbard_ratio = hubbard_errors[0] / hubbard_errors[1]
assert 15 < hubbard_ratio < 17

# Spin exchanges in the doublet basis; up = 0, down = 1
spin_s, spin_t = np.zeros((2, 2, 2)), np.zeros((2, 2, 2))
spin_s[0, 1, 0], spin_s[1, 0, 0] = 1, -1
spin_t[0, 0, 1], spin_t[0, 1, 0], spin_t[1, 0, 0] = 2, -1, -1
spin_basis = np.array([spin_s.ravel() / np.sqrt(2), spin_t.ravel() / np.sqrt(6)]).T
SWAPS = [(1, 0, 2), (0, 2, 1), (2, 1, 0)]
P_AB, P_BC, P_CA = [spin_basis.T @ permutation_matrix(2, p) @ spin_basis
                    for p in SWAPS]
root3 = np.sqrt(3)
assert np.allclose(P_AB, [[-1, 0], [0, 1]])
assert np.allclose(P_BC, [[0.5, root3 / 2], [root3 / 2, -0.5]])
assert np.allclose(P_CA, [[0.5, -root3 / 2], [-root3 / 2, -0.5]])
cyclic_sum = sum(spin_basis.T @ permutation_matrix(2, p) @ spin_basis
                 for p in ((1, 2, 0), (2, 0, 1)))
assert np.allclose(cyclic_sum, -np.eye(2))


# Hydrogen integrals in symmetrically orthonormalized atomic functions
def hydrogen_integrals(positions):
    mol = gto.M(atom=[("H", tuple(x)) for x in positions], basis="6-31g",
                unit="Bohr", spin=len(positions) % 2, verbose=0)
    overlap = mol.intor("int1e_ovlp")
    values, vectors = np.linalg.eigh(overlap)
    x = (vectors / np.sqrt(values)) @ vectors.T
    h = x @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ x
    g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e", aosym="s1"),
                  x, x, x, x, optimize=True)
    return h, g, mol.energy_nuc(), overlap, (vectors * np.sqrt(values)) @ vectors.T


h_atom, _, _, overlap_atom, root_atom = hydrogen_integrals([(0, 0, 0)])
atom_levels, atom_vectors = np.linalg.eigh(h_atom)
E_ATOM = atom_levels[0]
ATOM_1S = np.linalg.solve(root_atom, atom_vectors[:, 0])


@lru_cache(None)
def pair_qj(r):
    """Q and J of H2 relative to two atoms, from full CI."""
    h, g, repulsion, _, _ = hydrogen_integrals([(0, 0, 0), (r, 0, 0)])
    n = len(h)
    matrix = np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
    matrix = matrix + g.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    swap = np.eye(n * n)[np.arange(n * n).reshape(n, n).T.ravel()]
    energies = []
    for sign in (1, -1):
        values, vectors = np.linalg.eigh((np.eye(n * n) + sign * swap) / 2)
        basis = vectors[:, values > 0.5]
        energies.append(np.linalg.eigvalsh(basis.T @ matrix @ basis)[0])
    singlet, triplet = np.array(energies) + repulsion - 2 * E_ATOM
    return (singlet + triplet) / 2, (singlet - triplet) / 2


def distances(side, rho, phi):
    return side + rho * np.cos(phi + np.array([0, 2, -2]) * np.pi / 3)


def h3_system(r):
    rab, rbc, rca = r
    x = (rab**2 + rca**2 - rbc**2) / (2 * rab)
    y = np.sqrt(rca**2 - x**2)
    h, g, repulsion, overlap, root = hydrogen_integrals(
        [(0, 0, 0), (rab, 0, 0), (x, y, 0)])
    matrix = three_electron_matrix(h, g) + repulsion * np.eye(len(h)**3)
    atomic = np.kron(np.eye(3), ATOM_1S[:, None])
    return matrix, root @ atomic, atomic.T @ overlap @ atomic


def london_levels(r):
    q, j = np.array([pair_qj(float(d)) for d in r]).T
    return 3 * E_ATOM + q.sum() + np.array([-1, 1]) * london_root(*j)


def fci_levels(r):
    return full_ci(h3_system(r)[0])[0][:2]


def vb_levels(r):
    matrix, orbitals, _ = h3_system(r)
    return covalent_energies(matrix, orbitals, "doublet")


METHODS = {"London": london_levels, "covalent VB": vb_levels, "full CI": fci_levels}
SIDE = 2.0
equilateral = distances(SIDE, 0.0, 0.0)
scalene = distances(SIDE, 0.1, np.pi / 6)

# Overlap-including 2x2 spin problem against direct projection
matrix, orbitals, overlap_1s = h3_system(scalene)
products = product_functions(orbitals)
column = {p: products[:, k] for k, p in enumerate(PERMS)}
reduced = []
for operator in (matrix, np.eye(len(matrix))):
    element = {p: column[(0, 1, 2)] @ operator @ column[p] for p in PERMS}
    reduced.append((element[(0, 1, 2)] - element[(1, 2, 0)]) * np.eye(2)
                   - sum(element[p] * s for p, s in zip(SWAPS, (P_AB, P_BC, P_CA))))
error_vb = np.max(abs(eigh(*reduced, eigvals_only=True) - vb_levels(scalene)))
assert error_vb < 1e-9

# Strictly monotonic exchange and persistence of the seam
grid = np.linspace(1.0, 5.0, 41)
j_grid = np.array([pair_qj(float(r))[1] for r in grid])
assert np.all(j_grid < 0) and np.all(np.diff(j_grid) > 0)
seam_gap = max(np.ptp(METHODS[name](distances(side, 0, 0)))
               for name in ("covalent VB", "full CI") for side in (1.8, 2.0, 2.2))
assert seam_gap < 1e-8

# Linear, isotropic, untilted cone; finite rho leaves relative errors of order rho
step = 0.005
j_slope = (pair_qj(SIDE + step)[1] - pair_qj(SIDE - step)[1]) / (2 * step)
small_rho = 0.01
angles = np.arange(6) * np.pi / 3 + 0.2
slopes = {}
for name, method in METHODS.items():
    centre = method(equilateral).mean()
    pairs_near = np.array([method(distances(SIDE, small_rho, a)) for a in angles])
    gaps = pairs_near[:, 1] - pairs_near[:, 0]
    slopes[name] = gaps.mean() / small_rho
    assert np.ptp(gaps) < 0.03 * gaps.mean()
    assert np.max(abs(pairs_near.mean(axis=1) - centre)) < 0.05 * gaps.mean()
    half = np.mean([np.ptp(method(distances(SIDE, small_rho / 2, a)))
                    for a in angles])
    assert abs(gaps.mean() / half - 2) < 0.02
assert abs(slopes["London"] / (3 * abs(j_slope)) - 1) < 0.01


# Sign of a real ground eigenvector after a closed circuit
def london_vector(r):
    j = [pair_qj(float(d))[1] for d in r]
    matrix2 = -sum(value * swap for value, swap in zip(j, (P_AB, P_BC, P_CA)))
    return np.linalg.eigh(matrix2)[1][:, 0]


def fci_vector(r):
    return full_ci(h3_system(r)[0])[1][:, 0]


def circuit_sign(vector_at, offset):
    vectors = []
    for angle in np.arange(24) * 2 * np.pi / 24:
        z = offset + 0.1 * np.exp(1j * angle)
        vectors.append(vector_at(distances(SIDE, abs(z), np.angle(z))))
    overlaps = [v @ w for v, w in zip(vectors, vectors[1:] + vectors[:1])]
    assert min(abs(np.array(overlaps))) > 0.9
    return int(np.prod(np.sign(overlaps)))


signs = {name: (circuit_sign(f, 0.0), circuit_sign(f, 0.3))
         for name, f in (("London", london_vector), ("full CI", fci_vector))}
assert all(pair == (-1, 1) for pair in signs.values())

# Report
print(f"Random orthonormal test, largest error: {error_orthonormal:.1e} hartree")
print(f"Hubbard error, largest t/U = 0.02: {hubbard_errors[0]:.3e} U")
print(f"Hubbard error, largest t/U = 0.01: {hubbard_errors[1]:.3e} U")
print(f"Hubbard error ratio on halving t: {hubbard_ratio:.3f}")
print(f"H atom energy, 6-31G: {E_ATOM:.6f} hartree")
print(f"Equilateral side R: {SIDE:.3f} bohr")
q0, j0 = pair_qj(SIDE)
print(f"Pair Q(R): {q0:.6f} hartree")
print(f"Pair J(R): {j0:.6f} hartree")
print(f"dJ/dR at R: {j_slope:.6f} hartree/bohr")
matrix0, _, overlap0 = h3_system(equilateral)
print(f"Atomic 1s overlap at R: {overlap0[0, 1]:.6f}")
print(f"Square of that overlap: {overlap0[0, 1]**2:.6f}")
for name, method in METHODS.items():
    print(f"Equilateral doublet energy, {name}: {method(equilateral)[0]:.6f} hartree")
print(f"Equilateral quartet, London: {3*E_ATOM + 3*q0 - 3*j0:.6f} hartree")
print(f"Equilateral quartet, full CI: {full_ci(matrix0, 'quartet')[0][0]:.6f} hartree")
print(f"Largest VB or full-CI gap at R = 1.8, 2.0, 2.2 bohr: {seam_gap:.1e} hartree")
print("Scalene triangle: rho = 0.1 bohr, phi = 30 degrees")
for label, r in zip(("ab", "bc", "ca"), scalene):
    q, j = pair_qj(float(r))
    print(f"Pair {label}: r = {r:.6f} bohr, Q = {q:.6f}, J = {j:.6f} hartree")
for name, method in METHODS.items():
    low, high = method(scalene)
    print(f"Scalene {name}: E- = {low:.6f}, E+ = {high:.6f} hartree")
    print(f"Scalene gap, {name}: {high-low:.6f} hartree = "
          f"{(high-low)*HARTREE_EV:.4f} eV")
print(f"First-order London gap, 3|J'|rho: {3*abs(j_slope)*0.1:.6f} hartree")
print(f"VB spin-matrix test error: {error_vb:.1e} hartree")
print(f"Predicted London cone gap/rho, 3|J'|: {3*abs(j_slope):.6f} hartree/bohr")
for name, slope in slopes.items():
    print(f"Cone gap/rho at rho = 0.01 bohr, {name}: {slope:.6f} hartree/bohr")
print(f"Slope ratio London/full CI: {slopes['London']/slopes['full CI']:.4f}")
print(f"Slope ratio VB/full CI: {slopes['covalent VB']/slopes['full CI']:.4f}")
print("Circuit radius: 0.1 bohr; excluded circuit centre offset: 0.3 bohr")
for name, (inside, outside) in signs.items():
    print(f"Circuit sign, {name}: enclosing {inside:+d}, excluding {outside:+d}")
print("tests ok")
```

Printed output:

```
Random orthonormal test, largest error: 1.1e-14 hartree
Hubbard error, largest t/U = 0.02: 2.711e-06 U
Hubbard error, largest t/U = 0.01: 1.698e-07 U
Hubbard error ratio on halving t: 15.972
H atom energy, 6-31G: -0.498233 hartree
Equilateral side R: 2.000 bohr
Pair Q(R): -0.004030 hartree
Pair J(R): -0.117320 hartree
dJ/dR at R: 0.111699 hartree/bohr
Atomic 1s overlap at R: 0.581882
Square of that overlap: 0.338587
Equilateral doublet energy, London: -1.506790 hartree
Equilateral doublet energy, covalent VB: -1.416713 hartree
Equilateral doublet energy, full CI: -1.519703 hartree
Equilateral quartet, London: -1.154830 hartree
Equilateral quartet, full CI: -1.222548 hartree
Largest VB or full-CI gap at R = 1.8, 2.0, 2.2 bohr: 8.9e-16 hartree
Scalene triangle: rho = 0.1 bohr, phi = 30 degrees
Pair ab: r = 2.086603 bohr, Q = -0.006220, J = -0.107924 hartree
Pair bc: r = 1.913397 bohr, Q = -0.001150, J = -0.127272 hartree
Pair ca: r = 2.000000 bohr, Q = -0.004030, J = -0.117320 hartree
Scalene London: E- = -1.522857, E+ = -1.489341 hartree
Scalene gap, London: 0.033516 hartree = 0.9120 eV
Scalene covalent VB: E- = -1.440099, E+ = -1.390370 hartree
Scalene gap, covalent VB: 0.049728 hartree = 1.3532 eV
Scalene full CI: E- = -1.534869, E+ = -1.503368 hartree
Scalene gap, full CI: 0.031501 hartree = 0.8572 eV
First-order London gap, 3|J'|rho: 0.033510 hartree
VB spin-matrix test error: 2.2e-16 hartree
Predicted London cone gap/rho, 3|J'|: 0.335097 hartree/bohr
Cone gap/rho at rho = 0.01 bohr, London: 0.335098 hartree/bohr
Cone gap/rho at rho = 0.01 bohr, covalent VB: 0.496924 hartree/bohr
Cone gap/rho at rho = 0.01 bohr, full CI: 0.314957 hartree/bohr
Slope ratio London/full CI: 1.0639
Slope ratio VB/full CI: 1.5778
Circuit radius: 0.1 bohr; excluded circuit centre offset: 0.3 bohr
Circuit sign, London: enclosing -1, excluding +1
Circuit sign, full CI: enclosing -1, excluding +1
tests ok
```
